# Joule heating and the fitted Black exponent in electromigration tests

**Question**

Long metal lines are stressed to failure in an oven at temperature $T_0$. Their true median life is

$$t=C\,j^{-2}e^{\Theta/T},\qquad \Theta=E/k_B>0,$$

where $j$ is the current density, $T$ the temperature of the line, $E$ the activation energy, and $C$ a constant independent of $j$ and $T$. The current heats the line, but the analyst sets $T=T_0$ for every line, fits a straight line to $\ln t$ against $\ln j$ by least squares, and reports minus its slope as the Black exponent $n_{\rm fit}$.

Assume a steady, uniform line temperature, no threshold current, and a heat loss $g(T-T_0)$ per unit length. The resistivity is $\rho_0[1+\alpha(T-T_0)]$ with $\alpha\ge 0$, both constants referring to $T_0$. The cross-section is $A$.

For numbers, take a model line with $T_0=550$ K, $E=0.90$ eV ($\Theta=10444.1$ K), $\rho_0=4.0\times10^{-8}$ Ω m, $\alpha=0.0015$ K$^{-1}$, $A=0.50$ µm² and $g=2.0$ W/(m K). It is tested at $j=1,\,1.5,\,2,\,3,\,4$ MA/cm². Choose $C$ so that a line at 1 MA/cm², if held at $T_0$, would have a median life of 1000 h.

**(a) Find the line temperature, and express $\ln t$ in terms of $j$.**

*Answer.* Let $D=T-T_0$. Per unit length, the Joule power equals the heat loss:

$$j^2\rho_0A(1+\alpha D)=gD.$$

Define $x=j^2\rho_0A/g$, the temperature rise there would be if the resistivity stayed at $\rho_0$. Then $x(1+\alpha D)=D$, so

$$D=\frac{x}{1-\alpha x}.$$

A steady state requires $\alpha x<1$. Beyond that, the Joule power in this model grows faster with temperature than the loss does, and no balance exists.

With $c=1-\alpha T_0$, the line temperature is

$$T=T_0+\frac{x}{1-\alpha x}=\frac{T_0(1-\alpha x)+x}{1-\alpha x}=\frac{T_0+cx}{1-\alpha x}.$$

The life depends on $1/T$, for which

$$\frac1{T_0}-\frac1T=\frac{D}{T_0T}=\frac{x}{1-\alpha x}\,\frac{1-\alpha x}{T_0(T_0+cx)}=\frac{x}{T_0(T_0+cx)}.$$

Write $u=\ln j$, with $j$ measured in MA/cm², and $y=\ln t$, with $t$ in hours. Then

$$y=\ln C+\frac{\Theta}{T_0}-2u-h,\qquad h=\frac{\Theta x}{T_0(T_0+cx)}.$$

The term $h$ is the loss of log-life caused by heating. If the resistivity is proportional to absolute temperature, $\alpha T_0=1$ and $c=0$, so $h$ is proportional to $j^2$ at any heating for which a steady state exists.

**(b) Find the local exponent $n_{\rm loc}=-dy/du$. How does it vary with current?**

*Answer.* Since $x\propto j^2=e^{2u}$, we have $dx/du=2x$. Also

$$\frac{dh}{dx}=\frac{\Theta}{T_0}\,\frac{(T_0+cx)-cx}{(T_0+cx)^2}=\frac{\Theta}{(T_0+cx)^2}.$$

Therefore

$$n_{\rm loc}=2+\frac{dh}{du}=2+\frac{2\Theta x}{(T_0+cx)^2}.$$

From (a), $x=D/(1+\alpha D)$ and $T_0+cx=T(1-\alpha x)=T/(1+\alpha D)$, which gives the equivalent form

$$n_{\rm loc}=2+\frac{\Theta}{T^2}\,2D(1+\alpha D).$$

Here $2D(1+\alpha D)=dT/du$ is the rate at which the line temperature rises with $\ln j$, and $\Theta/T^2$ is the resulting loss of log-life per kelvin. Both are positive, so $n_{\rm loc}>2$ for $j>0$. As $j\to0$, $n_{\rm loc}\to2$.

For the variation with current,

$$\frac{d}{dx}\frac{x}{(T_0+cx)^2}=\frac{T_0-cx}{(T_0+cx)^3}.$$

The denominator is positive because $T_0+cx=T(1-\alpha x)$. The numerator is positive if $D<T_0$: for $c\le0$ this is immediate, and for $0<c\le1$ we have $cx\le x\le D<T_0$. Under this mild condition, assumed below, $n_{\rm loc}$ rises with current.

**(c) For noise-free medians at two or more distinct currents, does $n_{\rm fit}$ lie below, at or above 2? Relate it to $n_{\rm loc}$.**

*Answer.* Let $\bar u$ be the mean of the $u_i$ and $S=\sum_i(u_i-\bar u)^2$. Minus the least-squares slope is

$$n_{\rm fit}=-\frac1S\sum_i(u_i-\bar u)y_i.$$

Insert $y_i$ from (a). Constants drop out because $\sum_i(u_i-\bar u)=0$, and $\sum_i(u_i-\bar u)u_i=S$. Hence

$$n_{\rm fit}=2+\frac1S\sum_i(u_i-\bar u)h_i=2+\frac1S\sum_i(u_i-\bar u)\,[h_i-h(\bar u)].$$

By (b), $h$ increases with $u$, so the two factors in each term have the same sign. At least two terms are non-zero, and therefore $n_{\rm fit}>2$.

To bring in the local exponent, order the points by current and write $h_i-h(u_1)=\int_{u_1}^{u_i}h'(u)\,du$. Exchanging sum and integral gives

$$n_{\rm fit}=2+\int_{u_1}^{u_m}W(u)h'(u)\,du,\qquad W(u)=\frac1S\sum_{u_i>u}(u_i-\bar u),$$

where $u_m$ is the largest $u_i$. For $u\ge\bar u$, every term in $W$ is positive. For $u<\bar u$, the sum equals $-\sum_{u_i\le u}(u_i-\bar u)$, which is also positive. Replacing $h$ by $u$ in the same steps gives $\int W\,du=\sum_i(u_i-\bar u)(u_i-u_1)/S=1$. Since $n_{\rm loc}=2+h'$,

$$n_{\rm fit}=\int_{u_1}^{u_m}W(u)\,n_{\rm loc}(u)\,du.$$

The fitted exponent is a positively weighted mean of local exponents and lies between their values at the ends of the range. The proof uses a single oven temperature; it does not cover designs in which $T_0$ and $j$ are varied together.

**(d) Evaluate the five lives and the fitted exponent.**

*Answer.* At 1 MA/cm² $=10^{10}$ A/m²,

$$x=\frac{10^{20}\times4.0\times10^{-8}\times0.50\times10^{-12}}{2.0}\ {\rm K}=1.000\ {\rm K},$$

so $x=j^2$ in kelvin when $j$ is in MA/cm². Also $c=1-0.0015\times550=0.175$. At 4 MA/cm², $x=16$ K and

$$h=\frac{10444.1\times16}{550\times552.8}=0.550,\qquad t=\frac{1000}{16}e^{-0.550}\ {\rm h}\approx36.1\ {\rm h}.$$

The same steps at each current give:

| $j$ (MA/cm²) | $D$ (K) | $t$ (h) | $n_{\rm loc}$ |
|---|---|---|---|
| 1.0 | 1.00 | 966.07 | 2.07 |
| 1.5 | 2.26 | 411.25 | 2.16 |
| 2.0 | 4.02 | 217.79 | 2.28 |
| 3.0 | 9.12 | 81.51 | 2.62 |
| 4.0 | 16.39 | 36.07 | 3.09 |

With $\bar u=0.7167$ and $S=1.2053$, the deviations $u_i-\bar u$ are $-0.7167,\,-0.3112,\,-0.0236,\,0.3819,\,0.6696$. The values of $\ln t$ are $6.8732,\,6.0192,\,5.3835,\,4.4007,\,3.5856$. The sum of their products is $-2.845$, so

$$n_{\rm fit}=\frac{2.845}{1.2053}=2.36.$$

Heating of at most 16.4 K, about 3% of $T_0$, raises the exponent by 0.36. The leverage comes from $\Theta/T_0\approx19$, which multiplies a small relative change in temperature.

**(e) Derive an estimate of $n_{\rm fit}$ for weak heating, and assess its error.**

*Answer.* For $|c|x\ll T_0$, $h\approx\Theta x/T_0^2$. The sum in (c) becomes

$$n_{\rm fit}\approx2+\frac{\Theta}{T_0^2}\,\frac{\sum_i(u_i-\bar u)x_i}{S}.$$

Here the sum is 12.64 K, and

$$n_{\rm fit}\approx2+\frac{10444.1}{550^2}\times\frac{12.64}{1.2053}=2.362.$$

The neglected part of the log-life is

$$\frac{\Theta x}{T_0^2}-h=\frac{\Theta}{T_0^2}\,\frac{cx^2}{T_0+cx},$$

which is second order in the heating. For $c>0$ it increases with $u$, so by the argument in (c) the estimate is an upper bound. It exceeds the full fit by 0.0018, or 0.5% of the excess over 2. If $g$ is made ten times larger, the difference falls to $1.8\times10^{-5}$, a factor close to 100, as a second-order error requires.

The estimate is accurate first because $x/T_0$ is at most 0.03: even with $\alpha=0$, $c=1$, it exceeds the full fit by only 0.010, or 3% of the excess. A partial cancellation reduces the error further, roughly in proportion to $c$. The rise in resistivity increases the heating, while the fall of $1/T$ flattens as $T$ rises. The two effects cancel when $c=0$, and here $c$ is small.

**(f) The line resistance is also recorded. How can the true exponent be recovered? What if the assumed activation energy is wrong?**

*Answer.* The ratio of the line resistance to its value at $T_0$ is $1+\alpha D$, which for known $\alpha>0$ yields $D$ and hence $T$. In a real line the reading must be taken early in the test, before void growth adds to the resistance. Fit the corrected quantity

$$\ln t-\frac{\Theta}{T}=\ln C-2u.$$

Its slope is $-2$, so the five noise-free lives return an exponent of 2.

If $\Theta'$ is used instead of $\Theta$, the corrected log-life is, apart from a constant,

$$y-\Theta'\left(\frac1T-\frac1{T_0}\right)=-2u-\left(1-\frac{\Theta'}{\Theta}\right)h+\text{constant}.$$

The fit is linear in the data, so the exponent becomes

$$n'=2+\left(1-\frac{\Theta'}{\Theta}\right)(n_{\rm fit}-2).$$

An activation energy 10% too low leaves an excess of 0.036. One that is too high pushes the exponent below 2.

**(g) The uncorrected fit is extrapolated to 0.2 MA/cm² at the same oven temperature. Is the predicted life too long or too short?**

*Answer.* Since $y''=-dn_{\rm loc}/du<0$, the true curve is strictly concave. The residual $r(u)$, true minus fitted log-life, is then strictly concave too. Least squares requires $\sum_ir_i=0$ and $\sum_iu_ir_i=0$.

For three or more points, the $r_i$ cannot all vanish, so some are positive and some negative. By concavity, the positive ones form one unbroken group. Suppose all negative residuals lay to its right, with the sign change at $v$. Then $\sum_i(v-u_i)r_i$ would be positive, although the two conditions make it zero. The mirror argument excludes all of them lying to the left. Negative residuals therefore occur on both sides, and concavity keeps $r$ negative outside the tested range. For two points, $r$ vanishes at both and is again negative outside them.

The fitted line thus overestimates life outside the range. Its value at 1 MA/cm² is 1037 h, so at 0.2 MA/cm² it predicts

$$1037\times5^{2.3602}\ {\rm h}\approx46\,300\ {\rm h}\quad(5.3\ \text{years}).$$

The true law gives 24 965 h (2.8 years). The prediction is too long by a factor of 1.85.

The value of $R^2$, 0.997, gives little warning. The residuals do reveal the curvature in these noise-free data: they are $-0.0708,\,+0.0322,\,+0.0755,\,+0.0496,\,-0.0865$, with the sign pattern just derived.

**(h) Ten devices are tested to failure at each current. Their log-lives scatter normally and independently about $y_i$ with standard deviation $\sigma=0.5$. Can one experiment hide the bias?**

*Answer.* With $N$ devices at each current, the fitted exponent is a weighted sum of log-lives, each with weight $-(u_i-\bar u)/(NS)$. It is therefore normally distributed with mean $n_{\rm fit}$ and variance

$$\sigma^2\,\frac{N\sum_i(u_i-\bar u)^2}{N^2S^2}=\frac{\sigma^2}{NS}.$$

The standard error is $0.5/\sqrt{10\times1.2053}=0.144$. The value 2 lies $0.360/0.144=2.5$ standard errors below the mean, so a sample exponent of 2 or less has probability 0.006. The expected exponent exceeds 2, but a single sample need not. More often the bias is hidden in a weaker sense. A sample exponent below $2+1.96\times0.144=2.282$ is not distinguished from 2 at the 5% level. This threshold lies 0.54 standard errors below the mean, so it happens with probability about 0.3.

In 40 000 such experiments simulated with pseudo-random numbers, the fraction at or below 2 was 0.0057. The first gave 2.29, which is two standard errors above 2.

The curvature is harder to see. The mean log-life at one current has standard error $0.5/\sqrt{10}=0.16$, larger than any residual in (g). More devices reduce the scatter but leave the bias unchanged; the correction in (f), with the right activation energy, removes it.
